# Half Ionization and the Fermi Energy of a Twofold-Degenerate Donor

**Q:** I have a quick way to locate the Fermi energy in a doped semiconductor that is partly frozen out. The Fermi function equals one half when the energy equals $\mu$. So if half of the donors have lost their electron, the donor level is half filled, and $\mu$ must sit at the donor level $E_D$. I see no gap in that.

**A:** The first sentence about the Fermi function is right. The gap is in passing from "half of the donors have lost their electron" to "the level is half filled". What does the Fermi function give the occupation of?

**Q:** Of the level.

**A:** Of one single-particle state, for electrons that do not interact. A simple donor offers two such states of the same energy, one for each spin direction. Let us first suppose that the two fill independently, as your function requires. Each has the mean occupation

$$
p=\frac{1}{1+e^{(E_D-\mu)/kT}} .
$$

At $\mu=E_D$ this is $p=1/2$ for each. How many electrons does the donor then hold on average, and how often is it empty?

**Q:** Two states with one half each make one electron on average. For the donor to be empty, both states must be empty, and for independent states that has probability $\tfrac12\cdot\tfrac12=\tfrac14$. So even there a quarter of the donors are ionized, not half.

**A:** Yes. Half-filled spin states and half-ionized donors are different conditions. The independent picture also lets a donor hold two electrons with no cost in repulsion, which is a poor description of a shallow donor. There the second electron meets the first one in the same small region.

**Q:** Then which distribution should I use?

**A:** Go back to the rule from which the Fermi function itself follows. A system that exchanges electrons and energy with a reservoir at temperature $T$ and chemical potential $\mu$ is found in a state with $N$ electrons and energy $E$ with probability proportional to

$$
e^{-(E-\mu N)/kT}.
$$

Here "Fermi energy" means this $\mu$ at the actual temperature. I use atomic units in the algebra and keep $kT$ together as an energy. The system is now one whole donor, and I assume the following:

- The empty donor has one state, with energy zero. It is the ionized donor, of charge $+1$.
- The donor with one electron is neutral and has two states, both of energy $E_D$. There is no magnetic field, and higher donor states are left out.
- Repulsion makes a second electron so costly that this state can be dropped.
- Different donors do not influence one another.

Thus $E_D$ is the energy difference between the one-electron donor and the empty donor. With the abbreviation

$$
x=e^{(\mu-E_D)/kT},
$$

what are the weights?

**Q:** The empty donor has $N=0$ and $E=0$, so its weight is $1$. Each neutral state has $N=1$ and $E=E_D$, so its weight is $e^{-(E_D-\mu)/kT}=x$. There are two of them, and the sum is $1+2x$. The ionized fraction is

$$
f=\frac{1}{1+2x}=\frac{1}{1+2\,e^{(\mu-E_D)/kT}} .
$$

Half ionization means $1+2x=2$, so $x=\tfrac12$. Taking the logarithm of $x$,

$$
\frac{\mu-E_D}{kT}=\ln\frac12=-\ln 2,
\qquad
\mu=E_D-kT\ln 2 .
$$

So $\mu$ lies below the level. And at $\mu=E_D$ I have $x=1$ and $f=1/3$.

**A:** That is the result, and the second number shows why. At $\mu=E_D$ the three allowed states of the donor are equally probable. One of them is ionized and two are neutral. To make the one ionized state as probable as the two neutral states together, $\mu$ has to be lowered until each neutral state has half the weight of the empty one.

**Q:** I worry that the factor 2 is bookkeeping. An electron on a donor has one spin or the other, never both. Why should a possibility that is not realized move the Fermi energy?

**A:** Because it is entropy, and at a given temperature the chemical potential is the derivative of the free energy with respect to the number of electrons, not of the energy alone. You can see this without the reservoir. Put $M$ electrons on $N$ donors, at most one on each. In how many ways can it be done?

**Q:** I choose the $M$ occupied donors, then a spin direction for each of them:

$$
W=\binom{N}{M}\,2^{M}.
$$

All these arrangements have the energy $ME_D$.

**A:** The entropy is $k\ln W$, so the free energy is $F=ME_D-kT\ln W$, and the chemical potential is its change per added electron:

$$
\mu=\frac{\partial F}{\partial M}=E_D-kT\,\frac{\partial \ln W}{\partial M}.
$$

For large numbers Stirling's formula gives

$$
\ln\binom{N}{M}\approx N\ln N-M\ln M-(N-M)\ln(N-M).
$$

Its derivative with respect to $M$ is $-\ln M-1+\ln(N-M)+1=\ln\frac{N-M}{M}$. The spin factor $\ln 2^M=M\ln2$ contributes $\ln 2$. Together,

$$
\mu=E_D-kT\left[\ln\frac{N-M}{M}+\ln 2\right].
$$

**Q:** At half ionization $M=N/2$, the first logarithm vanishes, and $-kT\ln2$ is left. The choice of which donors are occupied is then at its most numerous, so one more electron does not change it to first order. But each added electron still brings its own factor of two.

**A:** And you can watch this with small numbers. For eight donors a direct listing of all arrangements gives 448 with three electrons and 1792 with five. Both have the same number of ways to choose the donors, $\binom83=\binom85=56$, so the ratio is purely the spin factor, $1792/448=4$. The centred slope of $\ln W$ at four electrons is $\tfrac12\ln4=\ln2$.

**Q:** Could I then save my rule by calling $E_D-kT\ln2$ the donor level?

**A:** You could, if you say so. The free energy of a donor that holds one electron is

$$
F_1=-kT\ln\!\left(2e^{-E_D/kT}\right)=E_D-kT\ln2 .
$$

Since $2e^{-E_D/kT}=e^{-F_1/kT}$, the ionized fraction becomes $f=1/(1+e^{(\mu-F_1)/kT})$, which has the shape of a Fermi function and equals one half at $\mu=F_1$. But $F_1$ moves with temperature. Its distance from the band edge is not the energy needed to lift the electron from the donor to that edge. The distance of $E_D$ from the edge is, and $E_D$ is what "donor level" meant in your rule.

**Q:** If degeneracy is the cause, then removing it should remove the shift.

**A:** Test it. Let the two one-electron states differ in energy by $D$, and call the lower one $E_1$. A magnetic field does this to the two spin directions. Write $y=e^{(\mu-E_1)/kT}$.

**Q:** The lower state has weight $y$, the upper one $y\,e^{-D/kT}$. Half ionization requires the neutral weights to add up to the weight 1 of the empty donor:

$$
y\left(1+e^{-D/kT}\right)=1,
\qquad
\mu=E_1-kT\ln\!\left(1+e^{-D/kT}\right).
$$

For $D=0$ this is $E_1-kT\ln2$ again. For $D\gg kT$ the exponential dies out and $\mu$ goes to $E_1$. So my rule holds when there is one accessible neutral state.

**A:** Yes, with the lower state as the reference. For $kT=0.00819$ eV and $D=0.020$ eV the ratio $D/kT$ is 2.44, the exponential is 0.087, and $\mu$ lies $0.083\,kT$ below the lower state, or 0.0007 eV. Without the splitting the distance at this temperature would be $0.693\,kT$, or 0.0057 eV. This $D$ is a model value. For a spin $g$-factor of 2 it would take a field of about 170 T, while 10 T gives only $D\approx0.14\,kT$ at this temperature. A field also lowers $E_1$ by $D/2$, so measured from the zero-field level the distance grows, here to $1.22\,kT+0.08\,kT=1.30\,kT$.

**Q:** You also dropped the state with two electrons. Does the logarithm of two depend on that?

**A:** Somewhat, and it can be worked out. Let the repulsion be $U\ge0$, so that the two-electron state has energy $2E_D+U$. Its weight is $e^{-(2E_D+U-2\mu)/kT}=q\,x^2$ with $q=e^{-U/kT}$. I keep "ionized" in the sense of "empty". The empty donor has probability one half when the other weights add up to 1:

$$
q\,x^2+2x=1 .
$$

The positive root of this quadratic equation is

$$
x=\frac{-1+\sqrt{1+q}}{q}=\frac{1}{1+\sqrt{1+q}},
$$

where the second form follows on multiplying numerator and denominator by $1+\sqrt{1+q}$, since $(\sqrt{1+q}-1)(\sqrt{1+q}+1)=q$. Hence

$$
\mu=E_D-kT\ln\!\left(1+\sqrt{1+q}\right).
$$

**Q:** Strong repulsion means $q\to0$, and I get $\ln2$ back. No repulsion means $q=1$ and $\ln(1+\sqrt2)=0.881$. So the independent electrons of my original argument put $\mu$ even further below the level.

**A:** Within this model $q$ lies between 0 and 1, so the distance lies between $0.693\,kT$ and $0.881\,kT$. No repulsive $U$ brings $\mu$ up to $E_D$ at half ionization. For $U=0.045$ eV at the same $kT=0.00819$ eV, $q$ is about 0.004 and the distance is $0.694\,kT$, so dropping the two-electron state costs about $0.001\,kT$ here. If doubly occupied donors do matter, remember that they are negatively charged and must be counted as such in the charge balance.

**Q:** All this is a fraction of $kT$. Does it matter for anything I would calculate?

**A:** Calculate the temperature at which half of the donors are ionized. Take one kind of donor with density $N_D$, no acceptors, and a negligible number of holes. Put the conduction-band edge at energy zero, so that $E_D=-E_b$ with the binding energy $E_b$. Each ionized donor has sent one electron to the band, so neutrality reads

$$
n=f N_D .
$$

For $n$ we need the band. With mass $m$ and both spins, the number of states per volume with momentum between $p$ and $p+dp$ is $2\cdot4\pi p^2dp/(2\pi)^3=p^2dp/\pi^2$. From $E=p^2/2m$ we have $p\,dp=m\,dE$ and $p=\sqrt{2mE}$, so the density of states is

$$
g(E)=\frac{m\sqrt{2mE}}{\pi^2}=\frac{(2m)^{3/2}}{2\pi^2}\sqrt E .
$$

If the electron gas is dilute, $\mu$ lies several $kT$ below the edge, and the Fermi function in the band is close to $e^{(\mu-E)/kT}$. With $\int_0^\infty\!\sqrt E\,e^{-E/kT}dE=\tfrac{\sqrt\pi}{2}(kT)^{3/2}$,

$$
n=N_c\,e^{\mu/kT},\qquad
N_c=\frac{(2m\,kT)^{3/2}}{4\pi^{3/2}}=2\left(\frac{m\,kT}{2\pi}\right)^{3/2}.
$$

**Q:** At half ionization $n=N_D/2$ and $\mu=-E_b-kT\ln2$. The factor $e^{-\ln 2}$ is one half, so

$$
\frac{N_D}{2}=N_c\,e^{-E_b/kT}\cdot\frac12
\quad\Longrightarrow\quad
N_D=N_c\,e^{-E_b/kT}.
$$

With my old rule, $\mu=-E_b$, I would have written $N_D/2=N_c\,e^{-E_b/kT}$. The right-hand side grows with temperature through both factors, so I would have found too low a temperature.

**A:** Put in round model parameters: $E_b=0.05$ eV, $m$ equal to the electron mass, and $N_D=1.0\times10^{-8}$ Å$^{-3}$. The correct condition is met at $kT=0.00819$ eV, that is 95 K. There $N_c=4.48\times10^{-6}$ Å$^{-3}$ and $E_b/kT=6.10$, so that

$$
N_c\,e^{-E_b/kT}=4.48\times10^{-6}\times2.23\times10^{-3}\ \text{Å}^{-3}
=1.0\times10^{-8}\ \text{Å}^{-3},
$$

as required. The Fermi energy is $-0.0500-0.0057=-0.0557$ eV.

**Q:** And my rule?

**A:** It gives $kT=0.00750$ eV, or 87 K. That is 8 K too low, about 8 percent of the correct temperature.

**Q:** What is the true ionized fraction at 87 K? I would guess one third, since that belongs to $\mu=E_D$.

**A:** One third would be right if $\mu$ really were at $E_D$ there. But the sample sets its own $\mu$ through neutrality. Eliminate $\mu$ and see.

**Q:** From $f=1/(1+2x)$ I get $(1-f)/f=2x$, so

$$
\frac{f}{1-f}=\frac{1}{2x}=\frac12\,e^{(E_D-\mu)/kT}.
$$

Neutrality gives $f=(N_c/N_D)\,e^{\mu/kT}$. In the product of the two equations $\mu$ cancels:

$$
\frac{f^2}{1-f}=\frac{N_c}{2N_D}\,e^{-E_b/kT}.
$$

At the correct temperature $N_c\,e^{-E_b/kT}=N_D$, the right-hand side is $\tfrac12$, and $f=\tfrac12$ solves it. At my temperature $N_c\,e^{-E_b/kT}=N_D/2$, so the right-hand side is $\tfrac14$. Then $4f^2+f-1=0$ and

$$
f=\frac{-1+\sqrt{17}}{8}=0.390 .
$$

So 39 percent are ionized where I would have claimed 50.

**A:** And the Fermi energy follows from your first relation: $E_D-\mu=kT\ln\frac{2f}{1-f}$. With $f=0.390$ this is about $0.25\,kT$, which puts $\mu$ at $-0.0519$ eV. It is below the level there too, though by less than at half ionization.

**Q:** How good is the dilute-gas formula in these numbers?

**A:** The next term of the Fermi function can tell us. For $E>\mu$,

$$
\frac{1}{e^{(E-\mu)/kT}+1}=e^{(\mu-E)/kT}-e^{2(\mu-E)/kT}+\dots
$$

The second term has the same integral with $kT$ replaced by $kT/2$, which brings a factor $2^{-3/2}$. Hence $n\approx N_c\,e^{\mu/kT}(1-\delta)$ with $\delta=2^{-3/2}e^{\mu/kT}\approx2^{-3/2}\,n/N_c$. At half ionization $n/N_c=1.1\times10^{-3}$, so $\delta\approx4\times10^{-4}$. Your equation becomes $f^2/(1-f)=\tfrac12(1-\delta)$. Near $f=\tfrac12$ the logarithm of the left-hand side changes by $\left(\frac2f+\frac1{1-f}\right)\Delta f=6\,\Delta f$, which gives $\Delta f\approx-\delta/6\approx-7\times10^{-5}$. Solving neutrality with the full Fermi-Dirac integral gives $f=0.49993$, in agreement with this estimate. This accuracy holds within the model of independent donors. In a real sample of this density the charges of the ionized donors and the band electrons interact. A Debye-Hückel screening estimate with a dielectric constant between 12 and 16 lowers the effective binding energy by about 3 to 5 meV, comparable with $kT\ln2=5.7$ meV, so the 95 K is a model value and not a prediction for a particular material.

**Q:** One more attempt at a rescue. As $T\to0$ the shift $kT\ln2$ goes to zero. So at least in the cold limit $\mu$ goes to $E_D$?

**A:** The shift belongs to half ionization. Does your sample stay half ionized when it is cooled?

**Q:** No, it freezes out. For small $f$ the denominator $1-f$ is close to 1, so

$$
f\approx\sqrt{\frac{N_c}{2N_D}}\;e^{-E_b/2kT},
$$

which goes to zero. Then from $f=(N_c/N_D)\,e^{\mu/kT}$,

$$
\mu=kT\ln\frac{fN_D}{N_c}\approx-\frac{E_b}{2}+\frac{kT}{2}\ln\frac{N_D}{2N_c}.
$$

The last term vanishes as $T\to0$, because $N_c$ varies as a power of $T$ and $kT\ln T$ goes to zero. So $\mu$ ends up halfway between the donor level and the band edge, above the level and not at it.

**A:** There is a case that does what you had in mind. Add acceptors of density $N_A=N_D/2$, deep enough in energy that each of them keeps one electron taken from a donor. Neutrality is then $fN_D=n+N_A$. On cooling, $n$ dies out and $f$ tends to $\tfrac12$. The sample stays half ionized down to the lowest temperatures, and $\mu$ approaches $E_D$ from below along the line $E_D-kT\ln2$.

**Q:** So there $\mu$ does reach $E_D$ in the limit, but measured in units of $kT$ the distance stays at $\ln2$.

**A:** And it is the distance in units of $kT$ that enters the occupation. This holds in the model of independent donors. The electric fields of the charged donors and acceptors spread the levels in energy, and once that spread is comparable with $kT$ a single $E_D$ no longer describes the sample. In a real compensated sample this must happen on sufficient cooling, because the charges remain while $kT$ goes to zero.

**Q:** Can I use the factor 2 for a donor in silicon or germanium?

**A:** When the other donor states are out of thermal reach. The conduction band there has several equivalent valleys, and a shallow donor has further one-electron states built from them, usually not far above the lowest pair. Once $kT$ is comparable with that distance, the factor 2 is too small. For phosphorus in silicon ten such states lie about 12 to 13 meV above the lowest pair, so the factor is close to 2 near 20 K but already about 4 at the 95 K of our example. For phosphorus or antimony in germanium the distance is a few meV or less, and 2 is too small even at 20 K. If states $j$ with energies $E_j$ can be populated, each adds its weight, and the 2 is replaced by

$$
g(T)=\sum_j e^{-(E_j-E_D)/kT},
$$

where $E_D$ is the lowest of the energies and the sum includes the two lowest states. The same steps as before give $\mu=E_D-kT\ln g(T)$ at half ionization. Since $g\ge2$, the additional states push $\mu$ further down. The hydrogen-like excited states of a shallow donor belong in this sum too. For an isolated donor they are infinite in number and the sum does not converge, so it has to be cut off where the orbits become as large as the distance between donors.

**Q:** Then I would now put my rule this way, for donors that hold at most one electron. At half ionization the empty donor is as probable as all neutral states together, and $\mu$ lies below the lowest of them by $kT$ times the logarithm of their effective number. For a single spin pair that number is two.

## Table of computed values

```
INPUTS
binding energy E_b = 0.050 eV
donor level E_D = -0.050 eV
donor density N_D = 1.0e-08 1/angstrom^3
density-of-states mass = 1.0 electron masses
HALF IONIZATION
kT at half ionization = 0.008192 eV
same, as temperature = 95.06 K
N_c there = 4.4759e-06 1/angstrom^3
n/N_c there = 1.117e-03
ln 2 = 0.693147
kT ln 2 = 0.005678 eV
mu from E_D - kT ln 2 = -0.055678 eV
mu from full neutrality = -0.055676 eV
ionized fraction, full neutrality = 0.49993
FERMI ENERGY PLACED AT E_D (same kT)
ionized fraction, strong repulsion = 0.33333
empty probability, no repulsion = 0.25000
mean electrons per donor, no repulsion = 1.00000
MISTAKEN HALF-IONIZATION TEMPERATURE
kT from mistaken rule = 0.007502 eV
same, as temperature = 87.05 K
error in temperature = 8.00 K
true ionized fraction there = 0.39034
dilute-gas formula for it = 0.39039
true mu there = -0.051855 eV
(E_D - mu)/kT there = 0.2472
COUNTING
number of donors enumerated = 8
ways with 3 electrons = 448
ways with 5 electrons = 1792
slope of ln W at half filling = 0.693147
SPLIT LEVEL AND FINITE REPULSION (kT at half ionization)
splitting = 0.020 eV
mu below lower state by = 0.000684 eV
same, in units of kT = 0.0834
finite repulsion U = 0.045 eV
(E_D - mu)/kT with this U = 0.694174
(E_D - mu)/kT with U = 0 = 0.881374
```
